# Pearson Range Profiles: Coefficients from Four Moments and the Type IV Region: a program that tests the result

```python
"""Pearson range profiles: coefficients from moments, and the type IV region.

Result under test: a density f with f'/f = (s-a)/(b0+b1*s+b2*s^2), where
s = depth - mean range, has
  a = b1 = -skew*sigma*(kurt+3)/A,  b0 = -sigma^2*(4*kurt-3*skew^2)/A,
  b2 = -(2*kurt-3*skew^2-6)/A,      A = 10*kurt-12*skew^2-18.
sigma is the straggle and kurt the ordinary kurtosis (3 for a Gaussian).
Type IV means discriminant b1^2-4*b0*b2 < 0, equivalent to skew^2 < 32 and
kurt > [39 skew^2+48+6(skew^2+4)^(3/2)]/(32-skew^2).
Lengths are in nm, dose in cm^-2, concentration in cm^-3.
"""
import numpy as np
import sympy as sp
from scipy import stats
from scipy.constants import nano, centi
from scipy.integrate import quad, solve_ivp


def coefficients(sigma, skew, kurt):
    A = 10 * kurt - 12 * skew**2 - 18
    a = -skew * sigma * (kurt + 3) / A
    b0 = -sigma**2 * (4 * kurt - 3 * skew**2) / A
    b2 = -(2 * kurt - 3 * skew**2 - 6) / A
    return a, b0, a, b2


def depth_coefficients(mean, sigma, skew, kurt):
    a, b0, b1, b2 = coefficients(sigma, skew, kurt)
    return mean + a, b0 - b1 * mean + b2 * mean**2, b1 - 2 * b2 * mean, b2


def discriminant(c):
    return c[2]**2 - 4 * c[1] * c[3]


def kurtosis_boundary(skew):
    g = skew**2
    return (39 * g + 48 + 6 * (g + 4)**1.5) / (32 - g)


def log_type4(s, c):
    """Closed type IV logarithm, up to an additive constant."""
    a, b0, b1, b2 = c
    root = np.sqrt(4 * b0 * b2 - b1**2)
    q = b0 + b1 * s + b2 * s**2
    return (np.log(-q) / (2 * b2)
            - (2 * a + b1 / b2) / root * np.arctan((2 * b2 * s + b1) / root))


def real_root_profile(c):
    """Logarithm and support when the denominator has two real roots."""
    a, b0, b1, b2 = c
    r1, r2 = np.sort(np.roots([b2, b1, b0]).real)

    def logf(s):
        return ((r1 - a) * np.log(abs(s - r1))
                - (r2 - a) * np.log(abs(s - r2))) / (b2 * (r1 - r2))
    low = max([r for r in (r1, r2) if r < 0], default=-np.inf)
    high = min([r for r in (r1, r2) if r > 0], default=np.inf)
    return logf, low, high


def moments(logf, low, high, centre, scale):
    """Integral of exp(logf), then mean, sigma, skewness, kurtosis."""
    ref = logf(centre)
    ends = [(low - centre) / scale, 0.0, (high - centre) / scale]
    m = []
    for n in range(5):
        def integrand(z, n=n):
            return z**n * np.exp(logf(centre + scale * z) - ref)
        m.append(sum(quad(integrand, ends[i], ends[i + 1], epsabs=1e-11,
                          epsrel=1e-10, limit=200)[0] for i in (0, 1)))
    m = np.array(m)
    total = m[0] * scale * np.exp(ref)
    m = m / m[0]
    var = m[2] - m[1]**2
    third = m[3] - 3 * m[1] * m[2] + 2 * m[1]**3
    fourth = m[4] - 4 * m[1] * m[3] + 6 * m[1]**2 * m[2] - 3 * m[1]**4
    return (total, centre + scale * m[1], scale * np.sqrt(var),
            third / var**1.5, fourth / var**2)


def integrate_slope(slope, start, end, points):
    sol = solve_ivp(lambda x, y: [slope(x)], (start, end), [0.0],
                    t_eval=points, method="DOP853", rtol=1e-11, atol=1e-11)
    assert sol.success
    return sol.y[0]


# --- symbolic solution of the moment equations -----------------------------
S, G, K = sp.symbols("S G K", positive=True)
ua, u0, u1, u2 = sp.symbols("ua u0 u1 u2")
mu = [sp.Integer(1), sp.Integer(0), S**2, G * S**3, K * S**4]
equations = []
for n in range(4):
    lower = n * u0 * mu[n - 1] if n else 0
    equations.append(lower + (n + 1) * u1 * mu[n] + (n + 2) * u2 * mu[n + 1]
                     + mu[n + 1] - ua * mu[n])
solved = sp.solve(equations, [ua, u0, u1, u2], dict=True)
assert len(solved) == 1
for unknown, formula in zip((ua, u0, u1, u2), coefficients(S, G, K)):
    assert sp.simplify(solved[0][unknown] - formula) == 0

g = sp.symbols("g", positive=True)
A_sym = 10 * K - 12 * G**2 - 18
D_solved = solved[0][u1]**2 - 4 * solved[0][u0] * solved[0][u2]
Q = (32 - g) * K**2 - (78 * g + 96) * K + 36 * g**2 + 63 * g
assert sp.simplify(D_solved * A_sym**2 / S**2 + Q.subs(g, G**2)) == 0
assert sp.expand(sp.discriminant(Q, K) / 4 - 36 * (g + 4)**3) == 0
assert sp.expand(Q.subs(K, 1 + g) + (g + 4)**3) == 0

# --- recover four chosen depth coefficients from an integrated equation ----
chosen = np.array([210.0, -5444.0, 21.6, -0.06])


def chosen_slope(x):
    return (x - chosen[0]) / (chosen[1] + chosen[2] * x + chosen[3] * x**2)


offset = np.arange(0.0, 4001.0)
right = integrate_slope(chosen_slope, 210.0, 4210.0, 210.0 + offset)
left = integrate_slope(chosen_slope, 210.0, -3790.0, 210.0 - offset)
grid = np.concatenate([(210.0 - offset)[:0:-1], 210.0 + offset])
weight = np.exp(np.concatenate([left[:0:-1], right]))
weight /= weight.sum()
g_mean = (weight * grid).sum()
g_sigma = np.sqrt((weight * (grid - g_mean)**2).sum())
g_skew = (weight * (grid - g_mean)**3).sum() / g_sigma**3
g_kurt = (weight * (grid - g_mean)**4).sum() / g_sigma**4
recovered = np.array(depth_coefficients(g_mean, g_sigma, g_skew, g_kurt))
recovery_error = np.max(abs(recovered / chosen - 1))
assert recovery_error < 1e-5

# --- slopes of standard densities of the other types -----------------------
families = {"I": stats.beta(3, 5), "III": stats.gamma(5),
            "V": stats.invgamma(9), "VI": stats.betaprime(4, 12),
            "VII": stats.t(9)}
for kind, dist in families.items():
    low, high = dist.support()
    _, m1, sd, sk, ku = moments(dist.logpdf, low, high,
                                float(dist.mean()), float(dist.std()))
    c = coefficients(sd, sk, ku)
    for z in (-0.8, 0.3, 1.2):
        h = 1e-4 * sd
        x = m1 + z * sd
        numeric = (dist.logpdf(x + h) - dist.logpdf(x - h)) / (2 * h)
        s = z * sd
        formula = (s - c[0]) / (c[1] + c[2] * s + c[3] * s**2)
        assert abs(numeric - formula) * sd < 1e-5
    D_rel, product = discriminant(c) / sd**2, c[1] * c[3] / sd**2
    if kind == "I":
        assert D_rel > 1e-3 and product < 0
    elif kind == "III":
        assert abs(c[3]) < 1e-6
    elif kind == "V":
        assert abs(D_rel) < 1e-6 and abs(c[3]) > 1e-3
    elif kind == "VI":
        assert D_rel > 1e-4 and product > 0
    else:
        assert D_rel < -1e-3

# --- type IV region by explicit complex roots ------------------------------
rng = np.random.default_rng(4)
count_complex = count_total = 0
for _ in range(6000):
    g2 = rng.uniform(0.0, 40.0)
    sk = np.sqrt(g2) * rng.choice([-1, 1])
    ku = 1 + g2 + 10**rng.uniform(-2, 4)
    predicted = g2 < 32 and ku > kurtosis_boundary(sk)
    if g2 < 32 and abs(ku / kurtosis_boundary(sk) - 1) < 1e-6:
        continue
    roots = np.roots([2 * ku - 3 * g2 - 6, sk * (ku + 3), 4 * ku - 3 * g2])
    is_complex = bool(np.any(np.iscomplex(roots)))
    assert is_complex == predicted
    count_total += 1
    if is_complex:
        count_complex += 1
        assert 10 * ku - 12 * g2 - 18 > 3 * g2 + 12
        assert -0.2 < coefficients(1.0, sk, ku)[3] < 0
assert 500 < count_complex < count_total - 500

# --- worked profile --------------------------------------------------------
Rp, sigma, skew, kurt, dose = 200.0, 60.0, -0.6, 4.0, 1e15
c = coefficients(sigma, skew, kurt)
a, b0, b1, b2 = c
B = depth_coefficients(Rp, sigma, skew, kurt)
D = discriminant(c)
assert D < 0 and abs(discriminant(B) / D - 1) < 1e-9


def logf(s):
    return log_type4(s, c) - log_type4(a, c)


for end in (-500.0, 500.0):
    points = np.linspace(a, end, 9)
    ode = integrate_slope(lambda s: (s - a) / (b0 + b1 * s + b2 * s**2),
                          a, end, points)
    assert np.max(abs(ode - logf(points))) < 1e-7

total, m1, sd, sk, ku = moments(logf, -np.inf, np.inf, 0.0, sigma)
assert np.allclose([m1 / sigma, sd / sigma, sk, ku], [0, 1, skew, kurt],
                   atol=1e-6, rtol=0)
far = 1e6 * sigma
tail_slope = (logf(-2 * far) - logf(-far)) / np.log(2)
assert abs(tail_slope - 1 / b2) < 1e-3
fine = np.linspace(-Rp, 400.0, 60001)
assert abs(fine[np.argmax(logf(fine))] - a) < 0.02

per_cm = centi / nano


def concentration(x):
    return dose * per_cm * np.exp(logf(x - Rp)) / total


def gaussian(x):
    return dose * per_cm * stats.norm.pdf(x, Rp, sigma)


# --- surface cut at zero depth ---------------------------------------------
kept, cut_m, cut_sd, cut_sk, cut_ku = moments(logf, -Rp, np.inf, 0.0, sigma)
q_surface = b0 - b1 * Rp + b2 * Rp**2
shift = -q_surface * np.exp(logf(-Rp)) / kept / (1 + 2 * b2)
assert cut_m > 0 and abs(shift / cut_m - 1) < 1e-5
cut_c = coefficients(cut_sd, cut_sk, cut_ku)
assert abs(cut_c[3] / b2 - 1) > 0.01

# --- same first three moments, smaller kurtosis ----------------------------
other = []
for k2, kind in ((3.6, "VI"), (3.3, "I")):
    c2 = coefficients(sigma, skew, k2)
    f2, low, high = real_root_profile(c2)
    check = moments(f2, low, high, 0.0, sigma)
    assert np.allclose([check[1] / sigma, check[2] / sigma, check[3],
                        check[4]], [0, 1, skew, k2], atol=1e-6, rtol=0)
    D2 = discriminant(c2)
    found = "VI" if c2[1] * c2[3] > 0 else "I"
    assert D2 > 0 and found == kind
    assert np.isinf(low) == (kind == "VI") and np.isfinite(high)
    other.append((k2, found, c2[3], D2, Rp + low, Rp + high))

# --- output ----------------------------------------------------------------
print(f"mean range Rp = {Rp:.1f} nm, straggle = {sigma:.1f} nm")
print(f"skewness = {skew:.2f}, kurtosis = {kurt:.2f}, dose = {dose:.2e} cm^-2")
print(f"A = {10*kurt - 12*skew**2 - 18:.4f}")
print(f"a = b1 = {a:.4f} nm")
print(f"b0 = {b0:.3f} nm^2")
print(f"b2 = {b2:.6f}")
print(f"depth form A0 (peak depth) = {B[0]:.4f} nm")
print(f"depth form B0 = {B[1]:.3f} nm^2")
print(f"depth form B1 = {B[2]:.5f} nm")
print(f"depth form B2 = {B[3]:.6f}")
print(f"discriminant D = {D:.3f} nm^2")
print(f"sqrt(-D) = {np.sqrt(-D):.4f} nm")
print(f"type IV boundary kurtosis = {kurtosis_boundary(skew):.5f}")
print(f"type I/VI dividing kurtosis (b2=0) = {3 + 1.5*skew**2:.4f}")
print(f"power of |q|, 1/(2 b2) = {1/(2*b2):.4f}")
print(f"arctan prefactor -(2a+b1/b2)/sqrt(-D) = "
      f"{-(2*a + b1/b2)/np.sqrt(-D):.4f}")
print(f"tail power 1/b2 = {1/b2:.4f}; measured far slope = {tail_slope:.4f}")
print(f"moments by quadrature: mean = {Rp+m1:.4f} nm, straggle = {sd:.4f} nm")
print(f"  skewness = {sk:.5f}, kurtosis = {ku:.5f}")
print(f"peak density = {1/total:.6f} nm^-1")
print(f"peak concentration = {concentration(B[0]):.4e} cm^-3")
print(f"Gaussian peak concentration = {gaussian(Rp):.4e} cm^-3")
print("depth (nm), type IV (cm^-3), Gaussian (cm^-3):")
for x in (0.0, 50.0, 100.0, 200.0, 300.0, 400.0):
    print(f"  {x:5.0f}  {concentration(x):.3e}  {gaussian(x):.3e}")
print(f"fraction of dose above the surface = {1 - kept/total:.5f}")
print(f"cut profile: mean = {Rp+cut_m:.4f} nm, straggle = {cut_sd:.4f} nm")
print(f"  skewness = {cut_sk:.4f}, kurtosis = {cut_ku:.4f}")
print(f"  mean shift: quadrature {cut_m:.4f} nm, surface term {shift:.4f} nm")
print(f"  b2 wrongly inferred from cut moments = {cut_c[3]:.6f}")
print(f"  D wrongly inferred = {discriminant(cut_c):.3f} nm^2")
print(f"  boundary kurtosis at cut skewness = {kurtosis_boundary(cut_sk):.4f}")
for k2, kind, b22, D2, low, high in other:
    print(f"kurtosis {k2:.1f}: type {kind}, b2 = {b22:.6f}, D = {D2:.3f} nm^2")
    print(f"  support from {low:.2f} to {high:.2f} nm")
print("recovery test, chosen A0, B0, B1, B2 (nm, nm^2, nm, 1):")
print("  " + ", ".join(f"{v:.4f}" for v in chosen))
print("  recovered: " + ", ".join(f"{v:.4f}" for v in recovered))
print(f"region scan: {count_total} points, {count_complex} with complex roots")
print("finished without a failed check")
```

Running it gives:

```
mean range Rp = 200.0 nm, straggle = 60.0 nm
skewness = -0.60, kurtosis = 4.00, dose = 1.00e+15 cm^-2
A = 17.6800
a = b1 = 14.2534 nm
b0 = -3038.009 nm^2
b2 = -0.052036
depth form A0 (peak depth) = 214.2534 nm
depth form B0 = -7970.136 nm^2
depth form B1 = 35.06787 nm
depth form B2 = -0.052036
discriminant D = -429.187 nm^2
sqrt(-D) = 20.7168 nm
type IV boundary kurtosis = 3.68722
type I/VI dividing kurtosis (b2=0) = 3.5400
power of |q|, 1/(2 b2) = -9.6087
arctan prefactor -(2a+b1/b2)/sqrt(-D) = 11.8458
tail power 1/b2 = -19.2174; measured far slope = -19.2173
moments by quadrature: mean = 200.0000 nm, straggle = 60.0000 nm
  skewness = -0.60000, kurtosis = 4.00000
peak density = 0.007148 nm^-1
peak concentration = 7.1483e+19 cm^-3
Gaussian peak concentration = 6.6490e+19 cm^-3
depth (nm), type IV (cm^-3), Gaussian (cm^-3):
      0  1.122e+18  2.570e+17
     50  4.222e+18  2.921e+18
    100  1.446e+19  1.658e+19
    200  6.908e+19  6.649e+19
    300  1.443e+19  1.658e+19
    400  2.396e+16  2.570e+17
fraction of dose above the surface = 0.00420
cut profile: mean = 201.0026 nm, straggle = 58.0445 nm
  skewness = -0.4009, kurtosis = 3.1753
  mean shift: quadrature 1.0026 nm, surface term 1.0026 nm
  b2 wrongly inferred from cut moments = 0.011118
  D wrongly inferred = 302.482 nm^2
  boundary kurtosis at cut skewness = 3.3037
kurtosis 3.6: type VI, b2 = -0.008772, D = 178.670 nm^2
  support from -inf to 428.09 nm
kurtosis 3.3: type I, b2 = 0.044944, D = 1185.419 nm^2
  support from -419.28 to 346.78 nm
recovery test, chosen A0, B0, B1, B2 (nm, nm^2, nm, 1):
  210.0000, -5444.0000, 21.6000, -0.0600
  recovered: 210.0000, -5444.0000, 21.6000, -0.0600
region scan: 6000 points, 1727 with complex roots
finished without a failed check
```
